**Bath orbitals of a determinant, tested on random states and a vacancy chain**

A Slater determinant entangles a fragment of $n$ orbitals with exactly $r\le n$ bath orbitals, where $r$ counts the eigenvalues $n_k$ of the fragment density matrix $\gamma_{FF}$ strictly between 0 and 1. The bath orbitals are $b_k=\gamma_{EF}u_k/\sqrt{n_k(1-n_k)}$, with $u_k$ the eigenvectors of $\gamma_{FF}$ and $E$ the environment. The program builds many-electron amplitudes from explicit determinants and asserts that the Schmidt rank is $2^r$ and that the Schmidt probabilities follow from the $n_k$. It also asserts, for random Hamiltonians and for the vacancy chain, that the Hamiltonian restricted to fragment and bath reproduces the density matrix there. The analytic bath of a half-chain is compared with a 1000-site chain, and a density-matrix column of the vacancy chain is recomputed from the perfect ring's Green function. For the two neighbours of a vacancy in a 403-site model ring, the output shows two bath orbitals and an entropy of 1.327 per spin. Cutting the hop across the vacancy reduces the density-matrix element between these neighbours from 0.0867 to 0.0026.

## Numerical check

```python
"""
Result under test: a Slater determinant of N electrons in L orbitals, with a
fragment F of n orbitals and environment E, entangles F with exactly r <= n
bath orbitals, r = number of eigenvalues of gamma_FF strictly inside (0, 1).
The bath is b_k = gamma_EF u_k / sqrt(n_k (1 - n_k)), where n_k, u_k are the
eigenpairs of gamma_FF and gamma_ij = <a_j^dagger a_i>.
The bath is then built for the two sites beside a vacancy in a chain with
nearest-neighbour hopping -t and second-neighbour hopping -t2 (energies in eV).
All quantities refer to one spin channel.
"""
from itertools import combinations, product
import numpy as np

rng = np.random.default_rng(7)


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


def build_bath(gamma, fragment):
    """Fragment occupations, fragment natural orbitals, bath, environment."""
    environment = np.setdiff1d(np.arange(len(gamma)), fragment)
    occupation, natural = np.linalg.eigh(gamma[np.ix_(fragment, fragment)])
    signs = np.where(natural[0].real < 0, -1.0, 1.0)
    natural = natural * signs
    variance = occupation * (1 - occupation)
    keep = variance > 1e-10
    coupling = gamma[np.ix_(environment, fragment)]
    bath = coupling @ natural[:, keep] / np.sqrt(variance[keep])
    return occupation, natural, bath, environment


def impurity_basis(size, fragment, natural, bath, environment):
    n = len(fragment)
    basis = np.zeros((size, n + bath.shape[1]), dtype=bath.dtype)
    basis[fragment, :n] = natural
    basis[environment, n:] = bath
    return basis


def ground_density(h, electrons):
    energy, orbitals = np.linalg.eigh(h)
    occupied = orbitals[:, :electrons]
    return energy, occupied @ occupied.conj().T


def one_body_density(state, size):
    """gamma_ij = <a_j^dagger a_i> from many-electron amplitudes."""
    removed = [dict() for _ in range(size)]
    for config, amplitude in state.items():
        for place, site in enumerate(config):
            rest = config[:place] + config[place + 1:]
            removed[site][rest] = (-1) ** place * amplitude
    gamma = np.zeros((size, size), dtype=complex)
    for i in range(size):
        for j in range(size):
            gamma[i, j] = sum(value * np.conj(removed[j].get(rest, 0))
                              for rest, value in removed[i].items())
    return gamma


def count_fractional(matrix):
    values = np.linalg.eigvalsh(matrix)
    return int(np.sum((values > 1e-8) & (values < 1 - 1e-8)))


# Many-electron Schmidt decomposition from explicit determinant amplitudes
print("Schmidt tests: orbitals, electrons, fragment n, bath r, rank")
for size, electrons, n in [(8, 4, 2), (8, 4, 3), (7, 1, 2), (7, 6, 2), (7, 2, 3)]:
    C = np.linalg.qr(random_complex(size, electrons))[0]
    state = {c: np.linalg.det(C[list(c)])
             for c in combinations(range(size), electrons)}
    fragment_parts = sorted({tuple(s for s in c if s < n) for c in state})
    environment_parts = sorted({tuple(s for s in c if s >= n) for c in state})
    amplitudes = np.zeros((len(fragment_parts), len(environment_parts)), complex)
    for config, value in state.items():
        row = fragment_parts.index(tuple(s for s in config if s < n))
        column = environment_parts.index(tuple(s for s in config if s >= n))
        amplitudes[row, column] = value
    singular = np.linalg.svd(amplitudes, compute_uv=False)
    schmidt_rank = int(np.sum(singular > 1e-10))
    gamma = one_body_density(state, size)
    assert np.allclose(gamma, C @ C.conj().T, atol=1e-11)
    occupation, natural, bath, environment = build_bath(gamma, np.arange(n))
    r = bath.shape[1]
    assert r == np.linalg.matrix_rank(gamma[n:, :n], tol=1e-9)
    assert r == min(n, size - n, electrons, size - electrons)
    assert schmidt_rank == 2 ** r
    assert count_fractional(gamma[n:, n:]) == r
    assert np.allclose(bath.conj().T @ bath, np.eye(r), atol=1e-9)
    predicted = np.sort([np.prod(choice) for choice in
                         product(*[(p, 1 - p) for p in occupation])])[::-1]
    measured = np.zeros(2 ** n)
    measured[:len(singular)] = singular ** 2
    assert np.allclose(predicted, measured, atol=1e-11)
    print(f"  {size}, {electrons}, {n}, {r}, {schmidt_rank}")

# A correlated state has more fractionally occupied environment orbitals
configs = list(combinations(range(7), 3))
vector = random_complex(len(configs))
vector /= np.linalg.norm(vector)
correlated = one_body_density(dict(zip(configs, vector)), 7)
correlated_count = count_fractional(correlated[2:, 2:])
assert correlated_count > 2
print(f"Correlated state, n = 2: fractional environment orbitals {correlated_count}")

# The compressed Hamiltonian reproduces the determinant on the impurity space
for size, electrons, n in [(9, 4, 3), (9, 2, 3), (9, 7, 3)]:
    h = random_complex(size, size)
    h = h + h.conj().T
    gamma = ground_density(h, electrons)[1]
    fragment = np.arange(n)
    W = impurity_basis(size, fragment, *build_bath(gamma, fragment)[1:])
    target = W.conj().T @ gamma @ W
    inside = int(round(np.trace(target).real))
    assert np.allclose(ground_density(W.conj().T @ h @ W, inside)[1],
                       target, atol=1e-8)


def vacancy_chain(sites, t, t2, across):
    """Sites left after one site is removed from a ring; across = hop over gap."""
    h = -t * (np.eye(sites, k=1) + np.eye(sites, k=-1))
    h -= t2 * (np.eye(sites, k=2) + np.eye(sites, k=-2))
    h[0, -1] -= across
    h[-1, 0] -= across
    return h


# Nearest-neighbour half-chain: analytic bath of the end site
t, t2 = 1.0, 0.2
long_sites = 1000
h_long = vacancy_chain(long_sites, t, 0.0, 0.0)
gamma_long = ground_density(h_long, long_sites // 2)[1]
occupation, natural, bath, environment = build_bath(gamma_long, np.array([0]))
end_bath = bath[:, 0]
m = np.arange(1, 6)
analytic = (2 / np.pi) * (-1.0) ** (m - 1) * 4 * m / (4 * m**2 - 1)
assert abs(occupation[0] - 0.5) < 1e-10
# remaining difference is the finite length of the chain
assert np.allclose(end_bath[2 * m - 2], analytic, atol=2e-5)
assert np.max(np.abs(end_bath[1::2])) < 1e-9
end_coupling = h_long[0, environment] @ end_bath
assert abs(end_coupling + 8 * t / (3 * np.pi)) < 2e-5
print(f"Half-chain, {long_sites} sites, t2 = 0: end occupation {occupation[0]:.4f}")
print("  bath amplitudes on sites 2, 4, 6:",
      ", ".join(f"{x:.4f}" for x in end_bath[[0, 2, 4]]))
print("  analytic amplitudes:             ",
      ", ".join(f"{x:.4f}" for x in analytic[:3]))
print(f"  bath weight on site 2: {end_bath[0]**2:.4f}")
print(f"  end-bath coupling: {end_coupling:.4f} eV")

# Vacancy example
ring = 403
sites, electrons = ring - 1, (ring - 1) // 2
h = vacancy_chain(sites, t, t2, t2)
energy, gamma = ground_density(h, electrons)
gap = energy[electrons] - energy[electrons - 1]
mu = 0.5 * (energy[electrons] + energy[electrons - 1])
assert gap > 1e-3
fragment = np.array([0, sites - 1])
occupation, natural, bath, environment = build_bath(gamma, fragment)
assert bath.shape[1] == 2
assert natural[0, 0] * natural[1, 0] < 0 < natural[0, 1] * natural[1, 1]
assert count_fractional(gamma[np.ix_(environment, environment)]) == 2

# Density-matrix column of site 1 from the perfect ring's Green function
k = 2 * np.pi * np.arange(ring) / ring
band = -2 * t * np.cos(k) - 2 * t2 * np.cos(2 * k)
points, scale = 1600, np.sqrt(gap * t)
theta = (np.arange(points) + 0.5) * np.pi / points - np.pi / 2
omega = scale * np.tan(theta)
weight = scale / np.cos(theta) ** 2 * np.pi / points
perfect = np.fft.ifft(1 / (mu + 1j * omega[:, None] - band), axis=1)
labels = np.arange(1, ring)
vacant = (perfect[:, labels - 1]
          - perfect[:, labels] * perfect[:, [1]] / perfect[:, [0]])
column = (weight @ vacant.real) / (2 * np.pi)
column[0] += 0.5
green_error = np.max(np.abs(column - gamma[:, 0]))
assert green_error < 1e-8

print(f"Vacancy chain: ring {ring} sites, left {sites}, electrons per spin {electrons}")
print(f"  t = {t:.2f} eV, t2 = {t2:.2f} eV, gap = {gap:.5f} eV, mu = {mu:.5f} eV")
print(f"  largest Green-function error in gamma: {green_error:.1e}")
print(f"  occupation of a vacancy neighbour: {gamma[0, 0]:.5f}")
print(f"  gamma between the two neighbours: {gamma[0, -1]:.5f}")
print(f"  n_odd = {occupation[0]:.5f}, n_even = {occupation[1]:.5f}")
n_odd, n_even = occupation
probabilities = {"none": (1 - n_odd) * (1 - n_even), "odd": n_odd * (1 - n_even),
                 "even": (1 - n_odd) * n_even, "both": n_odd * n_even}
for name, value in probabilities.items():
    print(f"  Schmidt probability, fragment filled {name}: {value:.5f}")
p = np.array(list(probabilities.values()))
entropy = -np.sum(p * np.log(p))
orbital_entropy = -np.sum(occupation * np.log(occupation)
                          + (1 - occupation) * np.log(1 - occupation))
assert abs(entropy - orbital_entropy) < 1e-12
print(f"  entropy per spin: {entropy:.5f} (maximum {2 * np.log(2):.5f})")

W = impurity_basis(sites, fragment, natural, bath, environment)
h_imp = W.T @ h @ W
target = W.T @ gamma @ W
inside = int(round(np.trace(target)))
levels, reproduced = ground_density(h_imp, inside)
assert np.allclose(reproduced, target, atol=1e-8)
assert levels[inside - 1] < mu < levels[inside]
for index, name in enumerate(["odd", "even"]):
    b, occ = bath[:, index], occupation[index]
    e_f, e_b = h_imp[index, index], h_imp[index + 2, index + 2]
    v = h_imp[index, index + 2]
    assert abs(e_b - e_f - v * (1 - 2 * occ) / np.sqrt(occ * (1 - occ))) < 1e-8
    near = np.sum(b[:10] ** 2) + np.sum(b[-10:] ** 2)
    print(f"  {name} bath, sites 2-5:", ", ".join(f"{x:.4f}" for x in b[:4]))
    print(f"    weight on nearest pair {b[0]**2 + b[-1]**2:.4f}, ten pairs {near:.4f}")
    print(f"    e_f = {e_f:.4f} eV, e_b = {e_b:.4f} eV, v = {v:.4f} eV")
print("  impurity levels (eV):", ", ".join(f"{x:.4f}" for x in levels))
print(f"  impurity electrons per spin: {inside}, core electrons: {electrons - inside}")

# Bare four-site cluster instead of the bath
cluster = np.array([0, 1, sites - 2, sites - 1])
cluster_gamma = ground_density(h[np.ix_(cluster, cluster)], 2)[1]
embedded_bond = (W @ reproduced @ W.T)[0, -1]
assert abs(embedded_bond - gamma[0, -1]) < 1e-8
assert abs(cluster_gamma[0, 1] - gamma[0, 1]) > 0.02
print(f"  gamma(site 1, site 2): full {gamma[0, 1]:.4f}, "
      f"bare cluster {cluster_gamma[0, 1]:.4f}")

# Cause of the correlation across the vacancy
joined, cut = [], []
for count in (402, 802):
    joined.append(ground_density(vacancy_chain(count, t, t2, t2), count // 2)[1][0, -1])
    cut.append(ground_density(vacancy_chain(count, t, t2, 0.0), count // 2)[1][0, -1])
    print(f"  {count} sites, gamma across vacancy: joined {joined[-1]:.5f}, "
          f"hop cut {cut[-1]:.5f}")
assert abs(cut[1]) < 0.6 * abs(cut[0])
assert abs(joined[1]) > 5 * abs(cut[1])
assert abs(joined[1] - joined[0]) < 0.005

print("tests ok")
```

It prints:

```
Schmidt tests: orbitals, electrons, fragment n, bath r, rank
  8, 4, 2, 2, 4
  8, 4, 3, 3, 8
  7, 1, 2, 1, 2
  7, 6, 2, 1, 2
  7, 2, 3, 2, 4
Correlated state, n = 2: fractional environment orbitals 5
Half-chain, 1000 sites, t2 = 0: end occupation 0.5000
  bath amplitudes on sites 2, 4, 6: 0.8488, -0.3395, 0.2183
  analytic amplitudes:              0.8488, -0.3395, 0.2183
  bath weight on site 2: 0.7205
  end-bath coupling: -0.8488 eV
Vacancy chain: ring 403 sites, left 402, electrons per spin 201
  t = 1.00 eV, t2 = 0.20 eV, gap = 0.01968 eV, mu = 0.39794 eV
  largest Green-function error in gamma: 8.7e-16
  occupation of a vacancy neighbour: 0.58423
  gamma between the two neighbours: 0.08672
  n_odd = 0.49752, n_even = 0.67095
  Schmidt probability, fragment filled none: 0.16534
  Schmidt probability, fragment filled odd: 0.16371
  Schmidt probability, fragment filled even: 0.33714
  Schmidt probability, fragment filled both: 0.33381
  entropy per spin: 1.32664 (maximum 1.38629)
  odd bath, sites 2-5: 0.6002, 0.0035, -0.2401, -0.0035
    weight on nearest pair 0.7205, ten pairs 0.9263
    e_f = 0.2000 eV, e_b = 0.1916 eV, v = -0.8498 eV
  even bath, sites 2-5: 0.5856, -0.0973, -0.2345, 0.0659
    weight on nearest pair 0.6858, ten pairs 0.9189
    e_f = -0.2000 eV, e_b = 0.3826 eV, v = -0.8006 eV
  impurity levels (eV): -0.7607, -0.6541, 0.9432, 1.0456
  impurity electrons per spin: 2, core electrons: 199
  gamma(site 1, site 2): full 0.4068, bare cluster 0.4975
  402 sites, gamma across vacancy: joined 0.08672, hop cut 0.00259
  802 sites, gamma across vacancy: joined 0.08580, hop cut 0.00130
tests ok
```
